# Oxygen Density at Which Half the Argon Ions Transfer Their Charge: a program that tests the result

```python
# Result under test: Ar+ ions lost by charge transfer to O2 (frequency k*n)
# and at the wall (frequency nu_w) are converted in the fraction
# k*n/(k*n + nu_w), so half are converted at n = nu_w/k.
# k: rate coefficient, m^3/s; n: O2 density, m^-3; nu_w: wall loss, 1/s.
# Also tested: residence times are exponential when ionization follows the
# plasma density, and the size of departures from that case.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

k_ct = 5e-17
nu_wall = 5e4
n_half = nu_wall / k_ct


def converted_by_integration(n_o2, other_loss=0.0):
    """Follow a batch of ions in time and count the charge transfers."""
    def rates(t, y):
        transfer = k_ct * n_o2 * y[0]
        return [-transfer - (nu_wall + other_loss) * y[0], transfer]
    result = solve_ivp(rates, (0, 40 / nu_wall), [1.0, 0.0],
                       method="LSODA", rtol=1e-9, atol=1e-12)
    assert result.success
    return result.y[1, -1]


def fraction(n_o2):
    return k_ct * n_o2 / (k_ct * n_o2 + nu_wall)


density_factors = [0.1, 0.5, 1.0, 2.0, 10.0]
for factor in density_factors:
    n_test = factor * n_half
    assert abs(converted_by_integration(n_test) - fraction(n_test)) < 1e-6
n_root = brentq(lambda n: converted_by_integration(n) - 0.5, 1e20, 1e22,
                rtol=1e-8)
assert abs(n_root / n_half - 1) < 1e-5

# Ion trajectories in half a slab, x = 0 (midplane) to 1 (wall).
x = np.geomspace(1e-6, 1.0, 20001)


def trajectory_survival(source, density, ratio):
    """Unconverted fraction; ratio = k*n times mean residence time."""
    flux = x[0] * source[0] + cumulative_trapezoid(source, x, initial=0)
    elapsed = cumulative_trapezoid(density / flux, x, initial=0)
    time_left = elapsed[-1] - elapsed
    mean_time = (x[0] * density[0] + trapezoid(density, x)) / flux[-1]
    averaged = trapezoid(source * time_left, x) / flux[-1]
    assert abs(averaged / mean_time - 1) < 1e-4
    weight = np.exp(-ratio * time_left / mean_time)
    return trapezoid(source * weight, x) / flux[-1]


profiles = [np.cos(1.4 * x), 1 - 0.8 * x**4, 1 + 0.5 * np.sin(5 * x)]
for profile in profiles:
    for ratio in (0.3, 1.0, 4.0):
        survival = trajectory_survival(profile, profile, ratio)
        assert abs(survival - 1 / (1 + ratio)) < 1e-4

# Uniform ionization with mobility-limited flow: parabolic density.
uniform, parabola = np.ones_like(x), 1 - x**2


def uniform_source_survival(ratio):
    return quad(lambda s: s**(1.5 * ratio)
                * np.exp(0.75 * ratio * (1 - s**2)), 0, 1)[0]


for ratio in (0.3, 1.0, 4.0):
    survival = trajectory_survival(uniform, parabola, ratio)
    assert abs(survival - uniform_source_survival(ratio)) < 1e-4
uniform_fraction = 1 - uniform_source_survival(1.0)
uniform_factor = brentq(lambda r: uniform_source_survival(r) - 0.5, 0.1, 10)


# A single residence time gives the lowest half-density at a given mean.
def half_factor(times):
    times = np.asarray(times, dtype=float)
    times = times / times.mean()
    return brentq(lambda r: np.exp(-r * times).mean() - 0.5, 0.01, 100)


fixed_factor = half_factor([1.0])
assert abs(fixed_factor - np.log(2)) < 1e-9
for times in ([0.2, 1.8], np.linspace(0, 2, 501), [0.5, 0.5, 2.0]):
    assert half_factor(times) > fixed_factor
assert uniform_factor > fixed_factor

# Rough etcher values for the regime check and neglected effects.
gas_temperature = 400.0      # K
n_argon = 1e21               # m^-3
electron_temperature = 3.0   # eV
k_momentum = 1e-15           # m^3/s, ion-neutral momentum transfer
ion_mass = 39.948 * const.atomic_mass
bohm_speed = np.sqrt(const.e * electron_temperature / ion_mass)


def diffusion(n_gas):
    return const.e * electron_temperature / (ion_mass * k_momentum * n_gas)


def gap_for_frequency(n_gas, frequency):
    d = diffusion(n_gas)
    q = np.sqrt(frequency / d)
    return 2 / q * np.arctan(bohm_speed / (d * q))


def wall_frequency(n_gas, gap):
    d, half = diffusion(n_gas), gap / 2
    q = brentq(lambda z: d * z * np.sin(z * half)
               - bohm_speed * np.cos(z * half), 0, np.pi / gap)
    return d * q**2


def wall_frequency_cells(n_gas, gap, cells=400):
    """Slowest decay rate from a finite-volume diffusion matrix."""
    d, dx = diffusion(n_gas), gap / 2 / cells
    diagonal = np.full(cells, 2 * d / dx**2)
    diagonal[0] = d / dx**2
    wall_speed = 1 / (1 / bohm_speed + dx / (2 * d))
    diagonal[-1] = d / dx**2 + wall_speed / dx
    side = np.full(cells - 1, -d / dx**2)
    return eigh_tridiagonal(diagonal, side, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


n_total = n_argon + n_half
gap = gap_for_frequency(n_total, nu_wall)
assert abs(wall_frequency_cells(n_total, gap) / nu_wall - 1) < 1e-3
nu_without_o2 = wall_frequency(n_argon, gap)
cells_value = wall_frequency_cells(n_argon, gap)
assert abs(cells_value / nu_without_o2 - 1) < 1e-3

# Other reading: the stated wall frequency was measured in pure argon.
gap_argon = gap_for_frequency(n_argon, nu_wall)
n_corrected = brentq(lambda n: k_ct * n
                     - wall_frequency(n_argon + n, gap_argon), 1e19, 1e22)
nu_corrected = wall_frequency(n_argon + n_corrected, gap_argon)
cells_value = wall_frequency_cells(n_argon + n_corrected, gap_argon)
assert abs(cells_value / (k_ct * n_corrected) - 1) < 1e-3
assert n_corrected < n_half

k_neutralization = 1e-13     # m^3/s, rough
n_negative = 1e16            # m^-3, rough
nu_neutralization = k_neutralization * n_negative
n_with_neutralization = (nu_wall + nu_neutralization) / k_ct
assert abs(converted_by_integration(n_with_neutralization,
                                    nu_neutralization) - 0.5) < 1e-6
dissociated = 0.10           # fraction of O2 molecules, rough
n_undissociated = n_half / (1 - dissociated)
energy_gap = 3.7             # eV, rough energy released by transfer
log_back = -energy_gap * const.e / (const.k * gas_temperature * np.log(10))

pressure = n_half * const.k * gas_temperature
pressure_300 = n_half * const.k * 300.0
total_pressure = n_total * const.k * gas_temperature
mtorr = const.torr / 1000

print(f"charge-transfer rate coefficient: {k_ct:.1e} m^3/s")
print(f"wall-loss frequency: {nu_wall:.1e} 1/s")
print(f"mean residence time without transfer: {1e6/nu_wall:.1f} us")
print(f"O2 density for half conversion: {n_half:.3e} m^-3")
print(f"same, from integrated rate equations: {n_root:.3e} m^-3")
for factor in density_factors:
    print(f"converted fraction at {factor*n_half:.1e} m^-3: "
          f"{fraction(factor*n_half):.3f}")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"O2 partial pressure: {pressure:.2f} Pa = {pressure/mtorr:.1f} mTorr")
print(f"O2 partial pressure at 300 K: {pressure_300:.2f} Pa = "
      f"{pressure_300/mtorr:.1f} mTorr")
print(f"fixed residence time, half-density: {fixed_factor*n_half:.3e} m^-3")
print(f"uniform source, fraction at nu_w/k: {uniform_fraction:.3f}")
print(f"uniform source, half-density: {uniform_factor*n_half:.3e} m^-3")
print(f"argon density: {n_argon:.1e} m^-3")
print(f"total pressure: {total_pressure:.2f} Pa")
print(f"electron temperature: {electron_temperature:.1f} eV")
print(f"ion momentum-transfer coefficient: {k_momentum:.1e} m^3/s")
print(f"ion-neutral collision frequency: {k_momentum*n_total:.2e} 1/s")
print(f"Bohm speed: {bohm_speed:.0f} m/s")
print(f"ambipolar diffusion coefficient: {diffusion(n_total):.2f} m^2/s")
print(f"gap implied by wall frequency: {gap*1000:.1f} mm")
print(f"wall frequency in same gap without O2: {nu_without_o2:.2e} 1/s")
print(f"gap if frequency was for pure argon: {gap_argon*1000:.1f} mm")
print(f"half-density in that case: {n_corrected:.3e} m^-3")
print(f"wall frequency in that case with O2: {nu_corrected:.2e} 1/s")
print(f"neutralization rate coefficient: {k_neutralization:.1e} m^3/s")
print(f"negative-ion density: {n_negative:.1e} m^-3")
print(f"neutralization frequency: {nu_neutralization:.1e} 1/s")
print(f"half-density with neutralization: {n_with_neutralization:.3e} m^-3")
print(f"dissociated fraction of O2: {dissociated:.2f}")
print(f"undissociated-equivalent O2 density: {n_undissociated:.3e} m^-3")
for change in (0.7, 1.3):
    print(f"half-density for k times {change:.1f}: "
          f"{nu_wall/(change*k_ct):.3e} m^-3")
print(f"energy released by transfer: {energy_gap:.1f} eV")
print(f"log10 of back-transfer Boltzmann factor: {log_back:.1f}")
print("done: every assertion held")
```

Printed output:

```
charge-transfer rate coefficient: 5.0e-17 m^3/s
wall-loss frequency: 5.0e+04 1/s
mean residence time without transfer: 20.0 us
O2 density for half conversion: 1.000e+21 m^-3
same, from integrated rate equations: 1.000e+21 m^-3
converted fraction at 1.0e+20 m^-3: 0.091
converted fraction at 5.0e+20 m^-3: 0.333
converted fraction at 1.0e+21 m^-3: 0.500
converted fraction at 2.0e+21 m^-3: 0.667
converted fraction at 1.0e+22 m^-3: 0.909
gas temperature: 400 K
O2 partial pressure: 5.52 Pa = 41.4 mTorr
O2 partial pressure at 300 K: 4.14 Pa = 31.1 mTorr
fixed residence time, half-density: 6.931e+20 m^-3
uniform source, fraction at nu_w/k: 0.430
uniform source, half-density: 1.444e+21 m^-3
argon density: 1.0e+21 m^-3
total pressure: 11.05 Pa
electron temperature: 3.0 eV
ion momentum-transfer coefficient: 1.0e-15 m^3/s
ion-neutral collision frequency: 2.00e+06 1/s
Bohm speed: 2692 m/s
ambipolar diffusion coefficient: 3.62 m^2/s
gap implied by wall frequency: 24.1 mm
wall frequency in same gap without O2: 8.32e+04 1/s
gap if frequency was for pure argon: 32.5 mm
half-density in that case: 6.708e+20 m^-3
wall frequency in that case with O2: 3.35e+04 1/s
neutralization rate coefficient: 1.0e-13 m^3/s
negative-ion density: 1.0e+16 m^-3
neutralization frequency: 1.0e+03 1/s
half-density with neutralization: 1.020e+21 m^-3
dissociated fraction of O2: 0.10
undissociated-equivalent O2 density: 1.111e+21 m^-3
half-density for k times 0.7: 1.429e+21 m^-3
half-density for k times 1.3: 7.692e+20 m^-3
energy released by transfer: 3.7 eV
log10 of back-transfer Boltzmann factor: -46.6
done: every assertion held
```
